# Dividing an electrode's potential between the Stern and diffuse layers: a program that tests the result

```python
"""
Result under test: an electrode of charge sigma (C/m^2) behind a compact layer
of constant capacitance C_S, in a z:z electrolyte, has the total potential
    E = sigma/C_S + (2kT/ze) asinh(sigma/sigma0),  sigma0 = sqrt(8 eps kT n).
E is measured from the potential of zero charge; the second term is psi_d, the
potential at the outer Helmholtz plane (OHP) relative to the bulk solution.
n is the number density of each ion, eps the permittivity, T the temperature.
Independent road: numerical integration of the second-order Poisson-Boltzmann
equation from the bulk to the OHP, with the electrode charge found by
quadrature of the ionic charge density.
"""
import numpy as np
from scipy.constants import k, e, epsilon_0, N_A
from scipy.integrate import solve_ivp, simpson
from scipy.optimize import brentq

T = 298.15
eps_r = 78.5
eps = eps_r * epsilon_0
C_S = 0.20                 # F/m^2
c_main, c_dilute = 0.01, 0.001   # mol/L
sigma_main = -0.05         # C/m^2
MICRO = 100.0              # C/m^2 to uC/cm^2, and F/m^2 to uF/cm^2
TOL = 1e-6                 # relative, for potentials and charges


def number_density(c):
    return 1000.0 * c * N_A


def kappa(c, z=1):
    return np.sqrt(2 * z**2 * e**2 * number_density(c) / (eps * k * T))


# ---- derived formulas ----
def sigma0(c):
    return np.sqrt(8 * eps * k * T * number_density(c))


def diffuse_from_charge(sigma, c, z=1):
    return 2 * k * T / (z * e) * np.arcsinh(sigma / sigma0(c))


def total_from_charge(sigma, c, z=1):
    return sigma / C_S + diffuse_from_charge(sigma, c, z)


def split_from_potential(E, c, z=1):
    def mismatch(psi):
        return psi + sigma0(c) / C_S * np.sinh(z * e * psi / (2 * k * T)) - E
    psi = brentq(mismatch, min(0.0, E), max(0.0, E), xtol=1e-14)
    return psi, C_S * (E - psi)


def differential_capacitance(psi, c, z=1):
    C_diffuse = eps * kappa(c, z) * np.cosh(z * e * psi / (2 * k * T))
    return 1 / (1 / C_S + 1 / C_diffuse)


# ---- independent numerical solution ----
def solve_profile(E, c, z=1):
    """Return psi at the OHP and the electrode charge from ionic charge.

    y = z e psi/kT; t is the distance travelled towards the electrode in
    Debye lengths, starting in the far tail where y decays exponentially.
    """
    y_total = z * e * E / (k * T)
    ratio = eps * kappa(c, z) / C_S
    tail = 1e-6 * np.sign(E)

    def equations(t, state):
        return [state[1], np.sinh(state[0])]

    def at_ohp(t, state):
        # field continuity with an ion-free compact layer fixes the OHP
        return state[0] + ratio * state[1] - y_total
    at_ohp.terminal = True

    sol = solve_ivp(equations, (0.0, 30.0), [tail, tail], method="DOP853",
                    events=at_ohp, dense_output=True, rtol=1e-11,
                    atol=1e-16, max_step=0.05)
    assert sol.status == 1, sol.message
    t_ohp = sol.t_events[0][0]
    y_ohp = sol.y_events[0][0][0]
    # quadrature of the ionic charge, with points crowded near the OHP
    r = np.linspace(0, 1, 4001)
    y = sol.sol(t_ohp * (1 - r**3))[0]
    integral = simpson(np.sinh(y) * 3 * t_ohp * r**2, x=r) + tail
    ionic = -2 * z * e * number_density(c) / kappa(c, z) * integral
    return y_ohp * k * T / (z * e), -ionic


# Given potential: division and charge, both signs, two valences
worst = 0.0
for E, c, z in [(-0.05, c_main, 1), (0.30, c_main, 1),
                (-0.30, c_dilute, 1), (-0.20, c_main, 2)]:
    psi_num, sigma_num = solve_profile(E, c, z)
    psi_for, sigma_for = split_from_potential(E, c, z)
    worst = max(worst, abs(psi_num / psi_for - 1),
                abs(sigma_num / sigma_for - 1))

# Given charge: the numerical solution at the predicted E returns that charge
E_main = total_from_charge(sigma_main, c_main)
psi_main = diffuse_from_charge(sigma_main, c_main)
psi_num, sigma_num = solve_profile(E_main, c_main)
worst = max(worst, abs(psi_num / psi_main - 1),
            abs(sigma_num / sigma_main - 1))
assert worst < TOL, worst

# Differential capacitance from finite differences of the numerical charge
h = 5e-4
C_num = (solve_profile(E_main + h, c_main)[1]
         - solve_profile(E_main - h, c_main)[1]) / (2 * h)
C_main = differential_capacitance(psi_main, c_main)
assert abs(C_num / C_main - 1) < 1e-3

# Diffuse share: low-potential limit and steady fall with |E|
C_D0 = eps * kappa(c_main)
share_low = C_S / (C_S + C_D0)
E_list = [-0.001, -0.05, -0.10, -0.20, -0.40]
shares = [solve_profile(E, c_main)[0] / E for E in E_list]
assert abs(shares[0] - share_low) < 1e-4
assert all(a > b for a, b in zip(shares, shares[1:]))

# Dilution at fixed total potential
psi_dil, sigma_dil = split_from_potential(E_main, c_dilute)
psi_dil_num, sigma_dil_num = solve_profile(E_main, c_dilute)
assert abs(psi_dil_num / psi_dil - 1) < TOL
assert abs(psi_dil_num) > abs(psi_num)
assert abs(sigma_dil_num) < abs(sigma_num)

# Dilution at fixed charge
psi_fix = diffuse_from_charge(sigma_main, c_dilute)
E_fix = total_from_charge(sigma_main, c_dilute)
psi_fix_num, sigma_fix_num = solve_profile(E_fix, c_dilute)
assert abs(sigma_fix_num / sigma_main - 1) < TOL
assert abs(psi_fix_num) > abs(psi_num)

# Equal division in the dilute solution
ratio_main = C_D0 / C_S
ratio_dil = eps * kappa(c_dilute) / C_S
assert ratio_dil < 1 < ratio_main
u_equal = brentq(lambda u: ratio_dil * np.sinh(u) / u - 1, 1e-3, 20)
psi_equal = -2 * k * T / e * u_equal
psi_eq_num, sigma_equal = solve_profile(2 * psi_equal, c_dilute)
assert abs(psi_eq_num / (2 * psi_equal) - 0.5) < 1e-5

# ---- worked example ----
print("INPUTS")
print(f"temperature: {T:.2f} K; relative permittivity: {eps_r:.1f}")
print(f"1:1 electrolyte concentration: {c_main:.3f} mol/L")
print(f"compact capacitance C_S: {C_S*MICRO:.1f} uF/cm^2")
print(f"electrode charge sigma: {sigma_main*MICRO:.2f} uC/cm^2")
print("DIVISION AT GIVEN CHARGE")
print(f"2kT/e: {2*k*T/e*1e3:.2f} mV")
print(f"Debye length: {1e9/kappa(c_main):.3f} nm")
print(f"sigma0: {sigma0(c_main)*MICRO:.4f} uC/cm^2")
print(f"sigma/sigma0: {sigma_main/sigma0(c_main):.4f}")
print(f"asinh(sigma/sigma0): {np.arcsinh(sigma_main/sigma0(c_main)):.4f}")
print(f"compact drop: {sigma_main/C_S*1e3:.1f} mV")
print(f"diffuse drop psi_d: {psi_main*1e3:.1f} mV")
print(f"total potential E: {E_main*1e3:.1f} mV = {E_main:.4f} V")
print(f"diffuse share: {100*psi_main/E_main:.1f} %")
print(f"compact share: {100*(1-psi_main/E_main):.1f} %")
print(f"C_D0: {C_D0*MICRO:.2f} uF/cm^2; C_D0/C_S: {ratio_main:.4f}")
print(f"low-potential diffuse share: {100*share_low:.1f} %")
print(f"linear estimate sigma/C_D0: {sigma_main/C_D0*1e3:.1f} mV")
C_diff = C_D0 * np.cosh(e * psi_main / (2 * k * T))
print(f"diffuse differential capacitance: {C_diff*MICRO:.2f} uF/cm^2")
print(f"total differential capacitance: {C_main*MICRO:.2f} uF/cm^2")
print(f"same, finite difference: {C_num*MICRO:.2f} uF/cm^2")
c_ohp = c_main * np.exp(abs(e * psi_main / (k * T)))
print(f"counterion concentration at OHP: {c_ohp:.3f} mol/L")
spacing = number_density(c_ohp)**(-1 / 3) * 1e9
print(f"mean counterion spacing at OHP: {spacing:.2f} nm")
print("CHARGE TABLE at 0.01 mol/L: sigma (uC/cm^2), compact, diffuse,")
print("total (mV), diffuse share (%)")
for s in [-0.01, -0.02, -0.05, -0.10]:
    p, E = diffuse_from_charge(s, c_main), total_from_charge(s, c_main)
    print(f"{s*MICRO:6.1f} {s/C_S*1e3:8.1f} {p*1e3:8.1f} "
          f"{E*1e3:8.1f} {100*p/E:6.1f}")
print(f"DILUTION to {c_dilute:.3f} mol/L")
print(f"sigma0: {sigma0(c_dilute)*MICRO:.4f} uC/cm^2")
print(f"C_D0/C_S: {ratio_dil:.4f}")
print(f"same charge: diffuse drop {psi_fix*1e3:.1f} mV, "
      f"total {E_fix*1e3:.1f} mV")
print(f"same charge: diffuse share {100*psi_fix/E_fix:.1f} %")
print(f"same E: diffuse drop {psi_dil*1e3:.1f} mV, "
      f"compact drop {(E_main-psi_dil)*1e3:.1f} mV")
print(f"same E: charge {sigma_dil*MICRO:.3f} uC/cm^2, "
      f"diffuse share {100*psi_dil/E_main:.1f} %")
print(f"equal division: u = {u_equal:.4f}, each drop {psi_equal*1e3:.1f} mV")
print(f"equal division: charge {sigma_equal*MICRO:.3f} uC/cm^2")
print("CHECK against the numerical Poisson-Boltzmann solution")
print(f"numerical psi_d: {psi_num*1e3:.3f} mV")
print(f"numerical charge: {sigma_num*MICRO:.4f} uC/cm^2")
print(f"largest relative deviation, five cases: {worst:.1e}")
print("all good")
```

Output:

```
INPUTS
temperature: 298.15 K; relative permittivity: 78.5
1:1 electrolyte concentration: 0.010 mol/L
compact capacitance C_S: 20.0 uF/cm^2
electrode charge sigma: -5.00 uC/cm^2
DIVISION AT GIVEN CHARGE
2kT/e: 51.39 mV
Debye length: 3.042 nm
sigma0: 1.1741 uC/cm^2
sigma/sigma0: -4.2587
asinh(sigma/sigma0): -2.1556
compact drop: -250.0 mV
diffuse drop psi_d: -110.8 mV
total potential E: -360.8 mV = -0.3608 V
diffuse share: 30.7 %
compact share: 69.3 %
C_D0: 22.85 uF/cm^2; C_D0/C_S: 1.1424
low-potential diffuse share: 46.7 %
linear estimate sigma/C_D0: -218.8 mV
diffuse differential capacitance: 99.95 uF/cm^2
total differential capacitance: 16.67 uF/cm^2
same, finite difference: 16.67 uF/cm^2
counterion concentration at OHP: 0.745 mol/L
mean counterion spacing at OHP: 1.31 nm
CHARGE TABLE at 0.01 mol/L: sigma (uC/cm^2), compact, diffuse,
total (mV), diffuse share (%)
  -1.0    -50.0    -39.7    -89.7   44.3
  -2.0   -100.0    -66.9   -166.9   40.1
  -5.0   -250.0   -110.8   -360.8   30.7
 -10.0   -500.0   -145.9   -645.9   22.6
DILUTION to 0.001 mol/L
sigma0: 0.3713 uC/cm^2
C_D0/C_S: 0.3613
same charge: diffuse drop -169.3 mV, total -419.3 mV
same charge: diffuse share 40.4 %
same E: diffuse drop -158.5 mV, compact drop -202.3 mV
same E: charge -4.046 uC/cm^2, diffuse share 43.9 %
equal division: u = 2.7142, each drop -139.5 mV
equal division: charge -2.789 uC/cm^2
CHECK against the numerical Poisson-Boltzmann solution
numerical psi_d: -110.767 mV
numerical charge: -5.0000 uC/cm^2
largest relative deviation, five cases: 1.1e-11
all good
```
